# The Pal–Maslov Condition for Longitudinal Magnetoresistance: a program that tests the result

```python
# Result under test (constant relaxation time tau, closed orbits, B along z):
#   sigma_zz depends on B  <=>  v_z varies around cyclotron orbits
#                          <=>  d/dkz [k_rho v_phi / v_rho] is not zero;
#   rho_zz depends on B    <=>  u = v_z + a.v_perp varies around orbits,
#   where a is the constant transverse vector making <u v_perp> = 0.
#   a = 0 when B is a principal axis of the zero-field conductivity tensor,
#   hence for every field direction in a cubic crystal.
# Hartree atomic units, electron charge -1. W = dv_z/ds, s = B * time.
# <A> = 2/(2 pi)^3 * integral over kz and s of A on the Fermi surface.
import numpy as np
import sympy as sp
from scipy.optimize import root, brentq
from scipy.integrate import solve_ivp
from scipy.constants import physical_constants, hbar, e

N_PHI = 97
phi = 2*np.pi*np.arange(N_PHI)/N_PHI
diff_index = np.subtract.outer(np.arange(N_PHI), np.arange(N_PHI))
half_angle = np.where(diff_index == 0, 1.0, np.pi*diff_index/N_PHI)
D_PHI = np.where(diff_index == 0, 0.0,
                 0.5*(-1.0)**np.abs(diff_index)/np.sin(half_angle))
X, Y, Z = sp.symbols("x y z", real=True)


class Band:
    """One closed, inversion-symmetric Fermi pocket around k = 0."""

    def __init__(self, expression, mu, n_kz=24):
        self.mu = mu
        self.energy = sp.lambdify((X, Y, Z), expression, "numpy")
        self.gradient = [sp.lambdify((X, Y, Z), sp.diff(expression, q), "numpy")
                         for q in (X, Y, Z)]
        kz, c = 0.0, np.zeros(2)
        while self.energy(c[0], c[1], kz) < mu:
            kz_in, c_in = kz, c
            kz = kz + 0.01
            c = self.centre(kz, c)

        def excess(q):
            cq = self.centre(q, c_in)
            return self.energy(cq[0], cq[1], q) - mu
        self.kz_max = brentq(excess, kz_in, kz, xtol=1e-14)
        node, weight = np.polynomial.legendre.leggauss(n_kz)
        self.surface = self.sections(0.5*self.kz_max*(node + 1))
        # factor 2 for spin, factor 2 for the half with negative kz
        self.weight = (4/(2*np.pi)**3*0.5*self.kz_max*weight[:, None]
                       * 2*np.pi/N_PHI*self.surface["ds_dphi"])

    def velocity(self, x, y, z):
        args = np.broadcast_arrays(x, y, z)
        return np.array([g(*args)*np.ones(args[0].shape) for g in self.gradient])

    def centre(self, kz, guess):
        return root(lambda c: self.velocity(c[0], c[1], kz)[:2],
                    guess, tol=1e-13).x

    def sections(self, kz_values):
        centres, c, previous = [], np.zeros(2), kz_values[0]
        for kz in kz_values:
            c = self.centre(kz, c*kz/previous)
            centres.append(c)
            previous = kz
        centres = np.array(centres)
        cx, cy = centres[:, 0][:, None], centres[:, 1][:, None]
        z = np.asarray(kz_values)[:, None]
        r_grid = np.linspace(0, 1.0, 601)
        ray = self.energy(cx[..., None] + r_grid*np.cos(phi)[None, :, None],
                          cy[..., None] + r_grid*np.sin(phi)[None, :, None],
                          z[..., None])
        outside = ray > self.mu
        assert np.all(outside.any(axis=-1))
        first = np.argmax(outside, axis=-1)
        assert np.all(first > 0)
        low, high = r_grid[first - 1], r_grid[first]
        for _ in range(50):
            mid = 0.5*(low + high)
            out = self.energy(cx + mid*np.cos(phi), cy + mid*np.sin(phi), z) > self.mu
            low, high = np.where(out, low, mid), np.where(out, mid, high)
        r = 0.5*(low + high)
        k = np.array(np.broadcast_arrays(cx + r*np.cos(phi), cy + r*np.sin(phi), z))
        v = self.velocity(*k)
        v_r = v[0]*np.cos(phi) + v[1]*np.sin(phi)
        assert np.all(v_r > 0)
        return dict(k=k, v=v, r=r, v_r=v_r, ds_dphi=r/v_r)

    def average(self, quantity):
        return np.sum(self.weight*quantity)

    def conductivity(self, B, rate):
        g = solve_transport(self.surface, B, rate)
        return np.einsum("kp,ikp,kpj->ij", self.weight, self.surface["v"], g)


def solve_transport(surface, B, rate):
    """Solve (rate + B d/ds) g_j = v_j on every orbit."""
    m = surface["ds_dphi"]
    full_rate = np.broadcast_to(rate, m.shape)
    matrix = full_rate[..., None]*np.eye(N_PHI) + (B/m)[..., None]*D_PHI
    return np.linalg.solve(matrix, np.moveaxis(surface["v"], 0, -1))


def along_orbit(surface, f):
    return (f @ D_PHI.T)/surface["ds_dphi"]


def harmonic_sigma_zz(band, B, tau, n_max=32):
    """Sum over Fourier harmonics of v_z in orbit time."""
    m, vz = band.surface["ds_dphi"], band.surface["v"][2]
    freq = np.fft.fftfreq(N_PHI, 1/N_PHI)
    safe = np.where(freq == 0, 1, freq)
    part = np.where(freq == 0, 0, np.fft.fft(m, axis=-1)/(1j*safe))
    mass = m.mean(axis=-1, keepdims=True)
    theta = phi + np.fft.ifft(part, axis=-1).real/mass
    total = 0.0
    for n in range(-n_max, n_max + 1):
        v_n = np.mean(m*vz*np.exp(-1j*n*theta), axis=-1, keepdims=True)/mass
        total += band.average(np.abs(v_n)**2*tau/(1 + (n*B*tau/mass)**2))
    return total


# ---------------- model parameters ----------------
t, a_lat, tau = 0.02, 8.0, 2.0e4
fields = [1e-5, 5e-5, 2.5e-4]
tilt_deg, shear, quartic, mu_shear = 20.0, 0.5, 2.0, 0.1
hop_ratio, mu_tetra_over_t = 0.7, -3.0
half = a_lat/2


def face_centred(x, y, z, out_of_plane=1):
    """Hopping t within the xy planes, out_of_plane * t between them."""
    cx, cy, cz = sp.cos(half*x), sp.cos(half*y), sp.cos(half*z)
    return -4*t*(cx*cy + out_of_plane*cz*(cx + cy))


ct, st = np.cos(np.radians(tilt_deg)), np.sin(np.radians(tilt_deg))
tilted_axes = (ct*X + st*Z, Y, -st*X + ct*Z)
q = X + shear*Z
mu_over_t = {"sc": -3.0, "bcc": -4.0, "fcc": -2.0}
bands = {
    "sc": Band(-2*t*(sp.cos(a_lat*X) + sp.cos(a_lat*Y) + sp.cos(a_lat*Z)),
               mu_over_t["sc"]*t),
    "bcc": Band(-8*t*sp.cos(half*X)*sp.cos(half*Y)*sp.cos(half*Z),
                mu_over_t["bcc"]*t),
    "fcc": Band(face_centred(X, Y, Z), mu_over_t["fcc"]*t),
    "tilted fcc": Band(face_centred(*tilted_axes), mu_over_t["fcc"]*t),
    "tilted tetragonal": Band(face_centred(*tilted_axes, hop_ratio),
                              mu_tetra_over_t*t),
    "sheared": Band(q**2/2 + quartic*q**4 + Y**2/2 + Z**2/2, mu_shear),
}

# ---------------- tests common to all bands ----------------
results = {}
for name, band in bands.items():
    surf = band.surface
    k, v, r = surf["k"], surf["v"], surf["r"]
    W = along_orbit(surf, v[2])

    def ratio(dz):
        w = band.velocity(k[0], k[1], k[2] + dz)
        w_r = w[0]*np.cos(phi) + w[1]*np.sin(phi)
        w_phi = -w[0]*np.sin(phi) + w[1]*np.cos(phi)
        return r*w_phi/w_r
    step = 1e-5
    W_from_ratio = surf["v_r"]**2/r*(ratio(step) - ratio(-step))/(2*step)
    assert np.max(np.abs(W - W_from_ratio)) < 1e-5, name

    # transverse sum rule <k_i v_j> = n delta_ij, n from the enclosed volume
    kz_weight = band.weight[:, :1]/surf["ds_dphi"][:, :1]
    density = np.sum(kz_weight*r**2/2)
    for i in range(2):
        for j in range(2):
            assert abs(band.average(k[i]*v[j]) - density*(i == j)) < 1e-6*density

    zero = band.conductivity(0.0, 1/tau)
    a_vec = -np.linalg.solve(zero[:2, :2], zero[:2, 2])
    u = v[2] + a_vec[0]*v[0] + a_vec[1]*v[1]
    norm = band.average(1.0)
    rms_W = np.sqrt(band.average(W**2)/norm)
    rms_u = np.sqrt(band.average(along_orbit(surf, u)**2)/norm)
    rho0 = np.linalg.inv(zero)[2, 2]
    d_sigma, rho = [], []
    for B in fields:
        sigma = band.conductivity(B, 1/tau)
        assert abs(harmonic_sigma_zz(band, B, tau)/sigma[2, 2] - 1) < 1e-6, name
        resist = np.linalg.inv(sigma)
        # dissipation identity at zero transverse current
        E = resist[:, 2]/resist[2, 2]
        g = solve_transport(surf, B, 1/tau) @ E
        assert abs(band.average(g**2)/tau*resist[2, 2] - 1) < 1e-7
        d_sigma.append(sigma[2, 2]/zero[2, 2] - 1)
        rho.append(resist[2, 2])
    results[name] = dict(density=density, a=a_vec, rms_W=rms_W, rms_u=rms_u,
                         rho0=rho0, rho=np.array(rho), d_sigma=np.array(d_sigma),
                         d_rho=np.array(rho)/rho0 - 1)

# ---------------- the condition decides the outcome ----------------
for name in ("sc", "bcc"):
    assert results[name]["rms_W"] < 1e-8
    assert np.max(np.abs(results[name]["d_rho"])) < 1e-8
assert results["fcc"]["rms_W"] > 1e-3
assert np.all(results["fcc"]["d_rho"] > 1e-5)
assert np.max(np.abs(results["fcc"]["a"])) < 1e-8
assert results["sheared"]["rms_W"] > 1e-3
assert results["sheared"]["rms_u"] < 1e-6
assert np.all(results["sheared"]["d_sigma"] < -1e-4)
assert np.max(np.abs(results["sheared"]["d_rho"])) < 1e-7
# cubic crystal: isotropic zero-field tensor, so a = 0 for a tilted field too
assert np.max(np.abs(results["tilted fcc"]["a"])) < 1e-5
assert abs(results["tilted fcc"]["rho0"]/results["fcc"]["rho0"] - 1) < 1e-5
# tetragonal crystal: a tilted field is not along a principal axis
assert abs(results["tilted tetragonal"]["a"][0]) > 1e-4
for name in ("tilted fcc", "tilted tetragonal"):
    assert results[name]["rms_u"] > 1e-3
    assert np.all(results[name]["d_rho"] > 1e-5)

# ---------------- weak-field and strong-field limits ----------------
band = bands["fcc"]
vz, m = band.surface["v"][2], band.surface["ds_dphi"]
W = along_orbit(band.surface, vz)
sigma0 = band.conductivity(0.0, 1/tau)[2, 2]
weak_B = 1e-7
weak_coefficient = band.average(W**2)/band.average(vz**2)
weak_change = sigma0/band.conductivity(weak_B, 1/tau)[2, 2] - 1
weak_ratio = weak_change/(weak_coefficient*(weak_B*tau)**2)
assert abs(weak_ratio - 1) < 2e-3
mean_vz = np.sum(m*vz, axis=1, keepdims=True)/np.sum(m, axis=1, keepdims=True)
sigma_inf = tau*band.average(mean_vz**2)
assert abs(band.conductivity(1.0, 1/tau)[2, 2]/sigma_inf - 1) < 1e-6
saturation = sigma0/sigma_inf - 1

# ---------------- past-velocity integral from the Lorentz force ----------------
kz_show, B_show, start = 0.15, fields[1], 5
orbit = band.sections(np.array([kz_show]))
g_orbit = solve_transport(orbit, B_show, 1/tau)[0, start, 2]


def backward(age, state):
    w = band.velocity(state[0], state[1], kz_show)
    return [B_show*tau*w[1], -B_show*tau*w[0], tau*np.exp(-age)*w[2]]


path = solve_ivp(backward, (0, 35), [orbit["k"][0, 0, start],
                 orbit["k"][1, 0, start], 0.0], method="DOP853",
                 rtol=1e-10, atol=1e-11)
assert path.success and abs(path.y[2, -1]/g_orbit - 1) < 1e-6

# ---------------- anisotropic relaxation breaks the criterion ----------------
uneven_rate = (1 + 0.5*np.cos(4*phi))/tau
uneven = [bands["sc"].conductivity(B, uneven_rate)[2, 2] for B in [0.0] + fields]
uneven_change = uneven[0]/np.array(uneven[1:]) - 1
assert np.all(np.abs(uneven_change) > 1e-5)

# ---------------- printed numbers ----------------
tesla = physical_constants["atomic unit of mag. flux density"][0]
second = physical_constants["atomic unit of time"][0]
bohr = physical_constants["Bohr radius"][0]
micro_ohm_cm = hbar*bohr/e**2*1e8
print(f"hopping t = {t} Ha; cube edge = {a_lat} bohr")
print(f"relaxation time = {tau:.0f} a.u. = {tau*second*1e12:.4f} ps")
print("fields (a.u.):", ", ".join(f"{B:.1e}" for B in fields))
print("fields (T):", ", ".join(f"{B*tesla:.2f}" for B in fields))
print(f"Orbits at kz = {kz_show} 1/bohr, B along cube axis (v in a.u.)")
for name in ("sc", "bcc", "fcc"):
    o = bands[name].sections(np.array([kz_show]))
    vo, mo = o["v"][2, 0], o["ds_dphi"][0]
    print(f"{name}: mu/t = {mu_over_t[name]}, m_c = {mo.mean():.4f} m_e, "
          f"v_z min {vo.min():.5f}, max {vo.max():.5f}, "
          f"mean {np.sum(mo*vo)/np.sum(mo):.5f}")
    print("   omega_c tau at the three fields:",
          ", ".join(f"{B*tau/mo.mean():.3f}" for B in fields))
print("Fermi-surface results; changes relative to B = 0, in percent")
for name, res in results.items():
    print(f"{name}: density {res['density']:.5e} bohr^-3, "
          f"rms W {res['rms_W']:.2e}, rms du/ds {res['rms_u']:.2e} a.u.")
    print(f"   a = ({res['a'][0]:.5f}, {res['a'][1]:.5f})")
    print("   sigma_zz change (%):", ", ".join(f"{100*x:.4f}" for x in res["d_sigma"]))
    print("   rho_zz change (%):", ", ".join(f"{100*x:.4f}" for x in res["d_rho"]))
f = results["fcc"]
print(f"fcc rho_zz(0) = {f['rho0']:.5e} a.u. = {f['rho0']*micro_ohm_cm:.5f} microohm cm")
print("fcc rho_zz(B) (microohm cm):",
      ", ".join(f"{x*micro_ohm_cm:.5f}" for x in f["rho"]))
print(f"fcc <W^2>/<v_z^2> = {weak_coefficient:.5f} a.u.")
print(f"fcc weak-field change / quadratic law at B = {weak_B:.0e} a.u.: {weak_ratio:.6f}")
print(f"fcc strong-field limit of rho_zz change = {100*saturation:.4f} %")
print(f"past-velocity integral: trajectory {path.y[2, -1]:.5f}, "
      f"transport equation {g_orbit:.5f} bohr")
print(f"tilt = {tilt_deg} deg; tetragonal: hopping ratio {hop_ratio}, "
      f"mu/t = {mu_tetra_over_t}")
print(f"sheared band: shear {shear}, quartic {quartic} a.u., mu {mu_shear} Ha")
print("sc with rate (1 + 0.5 cos 4phi)/tau: rho_zz change (%):",
      ", ".join(f"{100*x:.4f}" for x in uneven_change))
print("checks complete")
```

Running it gives:

```
hopping t = 0.02 Ha; cube edge = 8.0 bohr
relaxation time = 20000 a.u. = 0.4838 ps
fields (a.u.): 1.0e-05, 5.0e-05, 2.5e-04
fields (T): 2.35, 11.75, 58.76
Orbits at kz = 0.15 1/bohr, B along cube axis (v in a.u.)
sc: mu/t = -3.0, m_c = 0.5078 m_e, v_z min 0.29825, max 0.29825, mean 0.29825
   omega_c tau at the three fields: 0.394, 1.969, 9.846
bcc: mu/t = -4.0, m_c = 0.5987 m_e, v_z min 0.21892, max 0.21892, mean 0.21892
   omega_c tau at the three fields: 0.334, 1.670, 8.352
fcc: mu/t = -2.0, m_c = 0.8579 m_e, v_z min 0.09451, max 0.14848, mean 0.12115
   omega_c tau at the three fields: 0.233, 1.166, 5.828
Fermi-surface results; changes relative to B = 0, in percent
sc: density 4.57029e-04 bohr^-3, rms W 3.27e-15, rms du/ds 3.27e-15 a.u.
   a = (0.00000, 0.00000)
   sigma_zz change (%): 0.0000, -0.0000, 0.0000
   rho_zz change (%): -0.0000, 0.0000, -0.0000
bcc: density 6.95858e-04 bohr^-3, rms W 3.36e-15, rms du/ds 3.36e-15 a.u.
   a = (-0.00000, 0.00000)
   sigma_zz change (%): -0.0000, 0.0000, -0.0000
   rho_zz change (%): 0.0000, 0.0000, 0.0000
fcc: density 3.61183e-03 bohr^-3, rms W 7.55e-02, rms du/ds 7.55e-02 a.u.
   a = (0.00000, 0.00000)
   sigma_zz change (%): -0.1396, -0.3187, -0.3361
   rho_zz change (%): 0.1398, 0.3197, 0.3373
tilted fcc: density 3.61183e-03 bohr^-3, rms W 8.89e-02, rms du/ds 8.89e-02 a.u.
   a = (-0.00000, -0.00000)
   sigma_zz change (%): -0.2432, -1.3836, -2.0715
   rho_zz change (%): 0.2439, 1.4054, 2.1158
tilted tetragonal: density 2.37698e-03 bohr^-3, rms W 4.90e-02, rms du/ds 4.03e-02 a.u.
   a = (-0.07042, -0.00000)
   sigma_zz change (%): -0.1113, -0.6285, -0.9114
   rho_zz change (%): 0.0682, 0.2598, 0.3330
sheared: density 2.61481e-03 bohr^-3, rms W 2.42e-01, rms du/ds 2.66e-15 a.u.
   a = (-0.50000, -0.00000)
   sigma_zz change (%): -2.0475, -18.5877, -28.8396
   rho_zz change (%): -0.0000, -0.0000, -0.0000
fcc rho_zz(0) = 1.22187e-02 a.u. = 0.26563 microohm cm
fcc rho_zz(B) (microohm cm): 0.26600, 0.26648, 0.26653
fcc <W^2>/<v_z^2> = 0.06022 a.u.
fcc weak-field change / quadratic law at B = 1e-07 a.u.: 0.999927
fcc strong-field limit of rho_zz change = 0.3380 %
past-velocity integral: trajectory 2534.92275, transport equation 2534.92275 bohr
tilt = 20.0 deg; tetragonal: hopping ratio 0.7, mu/t = -3.0
sheared band: shear 0.5, quartic 2.0 a.u., mu 0.1 Ha
sc with rate (1 + 0.5 cos 4phi)/tau: rho_zz change (%): 11.3929, 15.0287, 15.2409
checks complete
```
